# Ham Reduction Factors from the Linear E⊗e Vibronic Hamiltonian

An electronic-structure calculation gives the spin-orbit splitting of a defect's orbital doublet with the nuclei held at the symmetric geometry. Before that number is set beside a low-temperature spectrum, one must decide whether to reduce it for the motion of the nuclei, and by how much. The response to strain raises the same question, and with it a second one: is a separate vibronic calculation needed for strain? For one linearly coupled mode pair the answer is no. The orbital momentum is reduced by a factor $p$, the strain operators by $q$, and $q=(1+p)/2$ at every coupling strength.

## The model

Let $|\theta\rangle,|\epsilon\rangle$ be the real orbitals of the doublet, and let $Q_\theta,Q_\epsilon$ be a pair of vibrations with mass $M$ and frequency $\omega$. With Pauli matrices $\tau$ in the real orbital basis,

$$H=\frac{P_\theta^2+P_\epsilon^2}{2M}+\frac{M\omega^2}{2}(Q_\theta^2+Q_\epsilon^2)+F(Q_\theta\tau_z+Q_\epsilon\tau_x).$$

The electronic energy at $Q=0$ is the zero of energy. At radius $Q=(Q_\theta^2+Q_\epsilon^2)^{1/2}$ the coupling matrix has eigenvalues $\pm FQ$, so the lower sheet is $M\omega^2Q^2/2-FQ$. Setting its derivative to zero gives the trough

$$\rho_0=\frac{F}{M\omega^2},\qquad E_{JT}=\frac{F^2}{2M\omega^2},$$

where $E_{JT}$ is the depth below zero.

Measure length in $\sqrt{\hbar/M\omega}$ and energy in $\hbar\omega$, and call the scaled coordinates $x,y$. The coupling becomes $k(x\tau_z+y\tau_x)$ with

$$k=\frac{F}{\hbar\omega}\sqrt{\frac{\hbar}{M\omega}},\qquad k^2=\frac{F^2}{M\hbar\omega^3}=2\lambda,\qquad \lambda=\frac{E_{JT}}{\hbar\omega}.$$

Only $\lambda$ remains, so the mass affects $F$ and $\rho_0$ but not $p$ or $q$ at given $\lambda$.

Now take complex orbitals $|\pm\rangle=(|\theta\rangle\pm i|\epsilon\rangle)/\sqrt2$. Direct multiplication gives $\tau_y|\pm\rangle=\pm|\pm\rangle$, $\langle+|\tau_z|-\rangle=1$ and $\langle+|\tau_x|-\rangle=-i$. The coupling is therefore

$$k\left[(x+iy)|-\rangle\langle+|+(x-iy)|+\rangle\langle-|\right].$$

## Two states by hand

Start from $|+;0\rangle$, orbital $+$ with no vibrational quantum. Since $x|0,0\rangle=|1,0\rangle/\sqrt2$ and $y|0,0\rangle=|0,1\rangle/\sqrt2$,

$$(x+iy)|0,0\rangle=\frac{|1,0\rangle+i|0,1\rangle}{\sqrt2}\equiv|1_+\rangle .$$

This is a normalized one-quantum state, so the coupling links $|+;0\rangle$ to $|-;1_+\rangle$ with strength $k$. The oscillator energies are 1 and 2. Keeping at most one quantum,

$$H_1=\begin{pmatrix}1&k\\k&2\end{pmatrix},\qquad E=\frac32-\sqrt{\frac14+k^2}.$$

Write the lowest state as $\Psi_+=c_0|+;0\rangle+c_1|-;1_+\rangle$. Reflection $y\to-y$, $|\epsilon\rangle\to-|\epsilon\rangle$ leaves $H$ unchanged and exchanges $|+\rangle$ with $|-\rangle$. It produces a partner of equal energy, $\Psi_-=c_0|-;0\rangle+c_1|+;1_-\rangle$.

The factor $p$ is the expectation value of $\tau_y$ in $\Psi_+$. The matrix is $3/2$ plus a pseudospin in a field with components $k$ and $-1/2$, and the ground state points against the field:

$$p=c_0^2-c_1^2=\frac{1/2}{\sqrt{1/4+k^2}}=\frac{1}{\sqrt{1+8\lambda}}.$$

The factor $q$ is the element of $\tau_z$ between the partners. Because $\tau_z$ exchanges $|+\rangle$ and $|-\rangle$,

$$q=\langle\Psi_+|\tau_z|\Psi_-\rangle=c_0^2+c_1^2\langle1_+|1_-\rangle=c_0^2 .$$

The last overlap vanishes because the two quanta rotate in opposite senses. With $c_0^2+c_1^2=1$ we get $1+p=2c_0^2$, hence $q=(1+p)/2$.

For $\lambda=0.5$, $k=1$ and $p=1/\sqrt5=0.447$. Allow one more quantum. The matrix, whose second link is derived below, is

$$H_2=\begin{pmatrix}1&1&0\\1&2&1\\0&1&3\end{pmatrix}.$$

With $E=2+\mu$ the determinant condition is $\mu^3-3\mu=0$, so $\mu=-\sqrt3$ and $E=0.268$. The first row gives $c_1=(1+\mu)c_0=-0.732c_0$. The second gives $c_2=\mu c_1-c_0=0.268c_0$. Therefore

$$p=\frac{1-0.536+0.072}{1+0.536+0.072}=\frac13 .$$

The value of $p$ has moved by a quarter, yet $q=(1+p)/2$ holds in both calculations. The identity thus says nothing about convergence.

## The general chain

Let $L$ be the vibrational angular momentum in units of $\hbar$, and $\sigma_z=\pm1$ on $|\pm\rangle$. The factor $x+iy=\rho e^{i\varphi}$ raises $L$ by one while $|-\rangle\langle+|$ lowers $\sigma_z/2$ by one. Hence $J=L+\sigma_z/2$ is conserved.

Define circular quanta by $a_\pm=(a_x\mp ia_y)/\sqrt2$. Then $L=n_+-n_-$, and

$$x+iy=\frac{a_x+ia_y+a_x^\dagger+ia_y^\dagger}{\sqrt2}=a_-+a_+^\dagger .$$

Take $J=m+1/2$ with $m\ge0$. Orbital $+$ requires $L=m$, so its states have $n_-=s$, $n_+=s+m$ and $m+2s$ quanta in total. Orbital $-$ requires $L=m+1$, and its totals are $m+2s+1$. There is one state for each total $m+r$, $r=0,1,2,\dots$, with oscillator energy $m+r+1$. Acting on an orbital-$+$ state, $a_+^\dagger$ gives $\sqrt{s+m+1}$ and $a_-$ gives $\sqrt s$. The links are

$$r=2s\leftrightarrow2s+1:\ k\sqrt{s+m+1},\qquad r=2s-1\leftrightarrow2s:\ k\sqrt s .$$

The Hamiltonian is a tridiagonal matrix in each block. For $m=0$ the first links are $k,k,\sqrt2k,\sqrt2k$, which confirms $H_2$.

The ground level lies in $J=\pm1/2$. In radial form, block $m$ has centrifugal terms $m^2/2\rho^2$ and $(m+1)^2/2\rho^2$ in its two components, while the coupling $k\rho$ is the same in all blocks. Insert the lowest radial functions of a block with $m>0$ into the $m=0$ energy. Both centrifugal terms fall and nothing else changes, so the $m=0$ minimum is lower. Negative $J$ follows by reflection. Within a block the level is simple: the links are nonzero, so the first coefficient fixes all others through the rows of the matrix. The ground level is exactly a doublet.

The procedure is to choose $\lambda$, build the $m=0$ chain up to $N$ quanta, find its lowest eigenvector $c_r$, and sum

$$p=\sum_r(-1)^rc_r^2,\qquad q=\sum_{r\ \mathrm{even}}c_r^2 .$$

Then raise $N$ until $p$ is steady. For $\lambda=0.5$:

| $N$ | $E/\hbar\omega$ | $p$ |
|---:|---:|---:|
| 1 | 0.38197 | 0.44721 |
| 2 | 0.26795 | 0.33333 |
| 4 | 0.23377 | 0.29801 |
| 8 | 0.23303 | 0.29702 |
| 16 | 0.23303 | 0.29702 |

Four quanta give $p$ to 0.3 percent of the converged value. Stronger coupling needs more: an oscillator displaced by $\rho_0=k$ in scaled units contains $k^2/2=\lambda$ quanta on average, with a spread $\sqrt\lambda$, so $N$ must exceed $\lambda$ by several $\sqrt\lambda$.

## Why the identity holds

With all quanta included, the partners are

$$\Psi_+=f_0(\rho)|+\rangle+f_1(\rho)e^{i\varphi}|-\rangle,\qquad \Psi_-=f_0|-\rangle+f_1e^{-i\varphi}|+\rangle,$$

with real $f_0,f_1$, because the chain matrix is real. Let $\int$ denote integration over the plane. Then

$$p=\int(f_0^2-f_1^2),\qquad q=\int f_0^2+\int f_1^2e^{-2i\varphi}=\int f_0^2 .$$

The angular integral removes the second term of $q$. Normalization, $\int(f_0^2+f_1^2)=1$, gives $q=(1+p)/2$.

The other matrix elements complete the picture. Since $\tau_y$ conserves $J$, it is diagonal in the doublet, with values $\pm p$. Since $\tau_z$ and $\tau_x$ change $J$ by one, they are off-diagonal, and the element of $\tau_x$ is $-iq$, which is $q$ times its bare value. All three operators keep their form and shrink.

A diagonalization in Cartesian oscillator products and real orbitals, which makes no use of $J$, gave $q=0.648509$ at $\lambda=0.5$. The chain gives $(1+0.297017)/2=0.648509$.

## Weak and strong coupling

For small $\lambda$, first-order perturbation theory gives $c_1=-k/(2-1)$. The one-quantum weight is $k^2=2\lambda$, the zero-quantum weight is $1-2\lambda$, and

$$p=1-4\lambda+O(\lambda^2),\qquad q=1-2\lambda+O(\lambda^2).$$

At $\lambda=10^{-4}$ the computed $(1-p)/\lambda$ is 3.998.

For large $\lambda$, remove the phase $e^{i\varphi}$ from the second component. The coupling becomes $k\rho\sigma_x$, and the two sheets are the states $\sigma_x=\mp1$. Since $L=J-\sigma_z/2$, the centrifugal energy is

$$\frac{(J-\sigma_z/2)^2}{2\rho^2}=\frac{J^2+1/4}{2\rho^2}-\frac{J\sigma_z}{2\rho^2}.$$

Each sheet alone has $\langle\sigma_z\rangle=0$, because its weight is shared equally between $|+\rangle$ and $|-\rangle$. The last term mixes the sheets across the gap $2k\rho$. The admixed amplitude is

$$\alpha=\frac{-J/2\rho^2}{-2k\rho}=\frac{J}{4k\rho^3},$$

and the interference term gives $\langle\sigma_z\rangle=2\alpha=J/2k\rho^3$. At the trough, $\rho=k$, so

$$\langle\sigma_z\rangle\simeq\frac{J}{2k^4}=\frac{J}{8\lambda^2},\qquad p\simeq\frac1{16\lambda^2}\quad(J=1/2).$$

Radial fluctuations are of order one while $k$ is large. Terms linear in them average out at leading order, leaving relative corrections of order $1/k^2$, that is $1/\lambda$. Thus $p\to0$ and $q\to1/2$: the orbital momentum is quenched, but half of the linear strain response survives. Linear means a strain splitting small against the distance to the next vibronic level, which shrinks as $\hbar\omega/2\lambda$. At $\lambda=10$ that distance is $0.054\hbar\omega$; a bare strain splitting of $0.05\hbar\omega$ then gives 5 percent less than $q$ times the bare value, and one of $0.2\hbar\omega$ gives 35 percent less.

| $\lambda$ | $p$ | $16\lambda^2p$ |
|---:|---:|---:|
| 0.25 | 0.486 | 0.486 |
| 0.5 | 0.297 | 1.188 |
| 1 | 0.137 | 2.195 |
| 2 | 0.0395 | 2.531 |
| 10 | $7.38\times10^{-4}$ | 1.181 |
| 100 | $6.35\times10^{-6}$ | 1.015 |
| 200 | $1.57\times10^{-6}$ | 1.008 |

From $\lambda=100$ to 200 the excess over one halves, as a $1/\lambda$ correction requires. At $\lambda=2$ the true $p$ is 2.5 times the asymptotic formula. The better agreement at $\lambda=0.5$ is a crossing on the way up, not a sign that the formula applies there.

The mechanism also predicts that $\langle\tau_y\rangle$ in the lowest $J=3/2$ state is three times that for $J=1/2$; at $\lambda=200$ the ratio is 2.9999. The rotor energy $J^2/2\rho^2=J^2/4\lambda$ predicts a gap of $1/2\lambda$ between these levels, and the computed gap is 1.004 times that.

The two-state result $1/\sqrt{1+8\lambda}$ has the correct weak-coupling slope but falls only as $\lambda^{-1/2}$ at strong coupling. One quantum cannot describe a displaced oscillator.

## Splittings for a diamond defect

Take rough, round parameters in the regime of the negatively charged silicon split vacancy in diamond: $\hbar\omega=80$ meV, $E_{JT}=40$ meV and a bare spin-orbit splitting $\Delta=0.8$ meV. Add a bare strain splitting $\Sigma=0.4$ meV as a chosen load, and a mode mass of 12 u. Then $\lambda=40/80=0.5$, $F=1.212$ eV/Å and $\rho_0=6.60$ pm. As a check, $F\rho_0/2=1.212\times0.0660/2$ eV $=40$ meV.

For one spin projection the perturbation is $(\Delta\tau_y+\Sigma\tau_z)/2$. In the vibronic doublet it becomes $(p\Delta\tau_y+q\Sigma\tau_z)/2$. The Pauli matrices anticommute, so its square is a number and the splitting is

$$\delta=\sqrt{(p\Delta)^2+(q\Sigma)^2}.$$

Reversing the spin reverses $\Delta$ and leaves $\delta$ unchanged. Strain also pushes on the mode. In scaled units a force term $fx$ is removed by the shift $x\to x-f$, which leaves $-fk\tau_z$ and so replaces $\Sigma$ by $\Sigma-2fk$. The same $q$ reduces this part, but $\Sigma$ must include it; a value computed with the mode clamped at $Q=0$ does not.

Second-order terms do not alter the splitting. Those in $\Delta^2$ and $\Sigma^2$ are even under time reversal, which exchanges $\Psi_+$ and $\Psi_-$. They change $J$ by 0 or $\pm2$, so inside the doublet they are diagonal and equal, a common shift. The $\Delta\Sigma$ term is odd under time reversal and so could only be proportional to $\tau_y$, but it changes $J$ by one while $\tau_y$ conserves it. It vanishes, and corrections start at third order. This argument needs $J$ conserved. The quadratic coupling introduced below conserves $J$ only modulo three, and a $\Sigma^2$ term then enters the splitting; for $g=0.03$ and $\Sigma=0.4$ meV it is about $2\times10^{-4}$ of the strain splitting.

The numbers are

$$p\Delta=0.2970\times0.8=0.2376\ \text{meV}=57.5\ \text{GHz},$$

$$q\Sigma=0.6485\times0.4=0.2594\ \text{meV}=62.7\ \text{GHz},$$

and $\delta=0.3518$ meV, or 85.1 GHz. Diagonalizing the full Hamiltonian with both perturbations gives 0.351777 meV against 0.351782 meV from the formula. The bare strain splitting is half the bare spin-orbit splitting, yet after reduction it is the larger. A calculation that left out $p$ and $q$ would rank them wrongly.

The ground energy, 18.64 meV, is measured from the electronic energy at $Q=0$. The output labels this point the undistorted minimum; on the lower sheet it is the tip of a cone, not a minimum.

## Where the identity fails

Quadratic coupling adds $g[(x^2-y^2)\tau_z-2xy\tau_x]$. Its $+,-$ element is $x^2-y^2+2ixy=\rho^2e^{2i\varphi}$. Combined with a linear step it returns the orbital to $+$ with $L$ changed by three. Now write

$$\Psi_+=A|+\rangle+B|-\rangle,$$

where $A$ contains $L=0,\pm3,\dots$ and $B$ contains $L=1,-2,4,\dots$. Reflection reverses every $L$, and no member of the second list is the negative of another, so $B$ does not contribute to $q$. Split $A$ into parts even and odd under reflection, with weights $w_e$ and $w_o$. Then

$$q=w_e-w_o,\qquad \frac{1+p}2=w_e+w_o,\qquad \frac{1+p}2-q=2w_o\ge0 .$$

With linear coupling to one mode pair, $A=f_0(\rho)$ has no odd part.

Several mode pairs can create one even with linear coupling. A function of total $L=0$ may depend on the difference of two mode angles, and the sine of that difference is odd. In second order, a state with a $+$ quantum in mode $i$ and a $-$ quantum in mode $j$ has an amplitude proportional to $1/[\omega_i(\omega_i+\omega_j)]$, because the $+$ quantum must be created first. The reflected state has $\omega_j$ in place of the first $\omega_i$. The amplitudes differ when the frequencies differ, and their difference is the odd part.

A basis can cause the same fault. At $\lambda=1$, limiting the total to three quanta leaves $(1+p)/2-q$ at rounding level, $6\times10^{-16}$. Allowing three quanta along each axis gives $1.9\times10^{-5}$, because a square set of states is not invariant under rotation. Cut by total quanta.

## The model beside the real centre

The ground-state splitting of the real centre is roughly 50 GHz, and the model's unstrained value is 57 GHz. With inputs this rough, the closeness shows a reasonable regime, not a validated prediction. The splitting is proportional to $\Delta$ and also depends strongly on $\lambda$: between $\lambda=0.25$ and 1, $p$ falls from 0.49 to 0.14.

Real centres also break the assumption of one linear mode pair. With $k$ fixed and $g=0.03$, the trough acquires barriers of 4.8 meV and $p$ falls by 0.8 percent, while the identity is violated by only $6\times10^{-6}$. Fixing $k$ also deepens the minima to $E_{JT}/(1-2g)=42.6$ meV. If the depth is instead held at 40 meV, as when it is taken from an electronic-structure calculation, $k^2$ must shrink by the factor $1-2g$, and $p$ rises by 4.7 percent to 0.311; the violation of the identity stays below $10^{-5}$. Dividing the coupling between modes at 60 and 120 meV, with 20 meV of relaxation energy each, keeps the sum of $E_{JT}/\hbar\omega$ at 0.5. Then $p$ rises by 0.4 percent and $q=0.6450$ lies 0.0042 below $(1+p)/2$. A wider spread of frequencies does more: modes at 20 and 160 meV with 5 and 40 meV of relaxation energy have the same sum, yet $p$ rises by 2.5 percent and $q=0.626$ lies 0.026 below $(1+p)/2$. These are sample cases, not bounds for the full phonon spectrum. Anharmonicity and other electronic states are left out.

Temperature limits the use of a ground-doublet factor. In the linear one-mode model the first excited vibronic level lies at 48.9 meV (with $k$ fixed and $g=0.03$ it splits into levels at 44.1 and 53.6 meV). The excited levels hold 0.06 percent of the population at 77 K and 16 percent at 300 K, so at room temperature $p$ and $q$ no longer describe the whole population. The small share at 77 K is a property of this model only. A real crystal has a phonon continuum with no gap, including acoustic phonons at the energy of the splitting itself, so broadening and relaxation within the doublet, which the model does not contain, need a separate estimate. The numerical output gives the remaining values.

## Computed results

```
mode quantum hw = 80.0 meV, E_JT = 40.0 meV, lam = 0.500
mode mass = 12.0 u, omega = 1.2154e+14 rad/s
linear force F = 1.2124 eV/angstrom
trough radius rho0 = 6.599 pm
bare splittings: spin-orbit 0.80 meV, strain 0.40 meV
cut  1 quanta: E0/hw = 0.38196601, p = 0.44721360
cut  2 quanta: E0/hw = 0.26794919, p = 0.33333333
cut  4 quanta: E0/hw = 0.23377476, p = 0.29801227
cut  8 quanta: E0/hw = 0.23303093, p = 0.29701706
cut 16 quanta: E0/hw = 0.23303090, p = 0.29701701
ground energy = 18.6425 meV above the undistorted minimum
p = 0.297017, q (Cartesian) = 0.648509, (1+p)/2 = 0.648509
reduced spin-orbit splitting = 0.23761 meV = 57.45 GHz
reduced strain splitting = 0.25940 meV = 62.72 GHz
combined, from p and q = 0.351782 meV = 85.06 GHz
combined, direct diagonalization = 0.351777 meV
table: lam, p, (1+p)/2, 16 lam^2 p (all dimensionless)
    0.10  7.1182e-01  0.8559101  0.11389
    0.25  4.8564e-01  0.7428224  0.48564
    0.50  2.9702e-01  0.6485085  1.18807
    1.00  1.3721e-01  0.5686061  2.19540
    2.00  3.9547e-02  0.5197734  2.53100
    5.00  3.6983e-03  0.5018491  1.47931
   10.00  7.3796e-04  0.5003690  1.18074
   20.00  1.6903e-04  0.5000845  1.08177
   50.00  2.5775e-05  0.5000129  1.03101
  100.00  6.3453e-06  0.5000032  1.01525
  200.00  1.5743e-06  0.5000008  1.00756
weak limit: (1-p)/lam at lam = 1e-4 is 3.99840
lam = 200: <tau_y> ratio of J=3/2 to J=1/2 = 2.9999
lam = 200: 2 lam (E_3/2 - E_1/2)/hw = 1.00376
lam = 1, cut by total quanta <= 3: (1+p)/2-q = 5.6e-16
lam = 1, cut at 3 quanta per axis: (1+p)/2-q = 1.874e-05
quadratic coupling g = 0.030: barrier = 4.817 meV
  p = 0.294658, q = 0.647323, (1+p)/2-q = 5.743e-06
  change of p = -0.79 percent
two modes 60 and 120 meV, E_JT 20 meV each
  p = 0.298290, q = 0.644972, (1+p)/2-q = 4.173e-03
  change of p = 0.43 percent
first excited vibronic level at 48.871 meV
share in excited vibronic levels at 77 K = 6.329e-04
share in excited vibronic levels at 300 K = 1.622e-01
higher-order spin-orbit correction to the splitting = -6.21e-06 (relative)
```
